# Loss and coupling of an all-pass ring from intensity and phase

## Problem

A single-mode ring resonator is coupled to one bus waveguide. A wave that reaches the coupler stays in its own guide with amplitude factor $r$ and crosses to the other with factor $ik$, where $r^2+k^2=1$. One trip around the ring multiplies the field by $a\,e^{i\phi}$. Both $a$ and $r$ lie strictly between 0 and 1 and are constant over one free spectral range (FSR). The coupler reflects nothing, and the ring carries light in one direction.

The intensity spectrum has been recorded up to an unknown constant factor, because the losses between laser and detector are not known.

1. Find the two numbers $a$ and $r$ from the finesse and the extinction of the spectrum.
2. Prove that the spectrum cannot tell which number is the loss factor and which the coupling factor, and that no other ambiguity remains.
3. Show how the transmitted phase settles the assignment when the length of the bus is unknown.
4. Apply the result to the following simulated scan, and judge what the model leaves out. The ring has circumference $L=62.832$ µm and group index $n_g=4.20$. Neighbouring dips lie at $\lambda_1=1552.6267$ nm and $\lambda_2=1561.8157$ nm. The first has a full width of 0.03039 nm, taken midway between the lowest and highest power, and the ratio of highest to lowest power is 5.022. The group delay at the dip exceeds that between the dips by 273.0 ps.

The time factor is $e^{-i\omega t}$, so a delay is $d\theta/d\omega$ with $\theta=\arg t$. The algebra involves dimensionless quantities, apart from the delay.

## Solution

### The transmitted field

Let the input amplitude be 1, let $c$ be the ring field just after the coupler, and write $z=e^{i\phi}$ and $p=ar$. The field returning to the coupler is $azc$, so

$$c=ik+r\,azc\;\Rightarrow\; c=\frac{ik}{1-pz},\qquad t=r+ik\,azc=r-\frac{k^2az}{1-pz}.$$

Over the common denominator, the numerator is $r-r^2az-k^2az$. Since $r^2+k^2=1$,

$$t=\frac{r-az}{1-pz}.\tag{1}$$

The transmitted power fraction is

$$T=|t|^2=\frac{a^2+r^2-2p\cos\phi}{D},\qquad D=1+p^2-2p\cos\phi.$$

Subtracting the numerator from $D$ leaves $1+a^2r^2-a^2-r^2$, which factorizes:

$$1-T=\frac{(1-a^2)(1-r^2)}{D}.\tag{2}$$

This is the fraction of power lost in the ring. It is largest at resonance, $\phi=0$, where $D=(1-p)^2$, and smallest at antiresonance, $\phi=\pi$, where $D=(1+p)^2$. Setting $z=\pm1$ in (1) gives

$$T_{\min}=\left(\frac{a-r}{1-p}\right)^2,\qquad T_{\max}=\left(\frac{a+r}{1+p}\right)^2.\tag{3}$$

### The product from the finesse

By (2), $T$ is a linear function of $1/D$. At the level midway between the extremes, $1/D$ is therefore the mean of its two extreme values:

$$\frac1{D_h}=\frac12\left[\frac1{(1-p)^2}+\frac1{(1+p)^2}\right]=\frac{1+p^2}{(1-p^2)^2}.$$

Hence

$$2p\cos\phi_h=1+p^2-D_h=\frac{(1+p^2)^2-(1-p^2)^2}{1+p^2}=\frac{4p^2}{1+p^2},$$

and $\cos\phi_h=2p/(1+p^2)$. Put $p=\tan u$ with $0<u<\pi/4$. Then $\cos\phi_h=\sin2u$, so $2u=\pi/2-\phi_h$.

The full width in phase is $2\phi_h$ and the FSR is $2\pi$. For a constant group index, $\phi$ is linear in frequency up to a constant, so the finesse, meaning FSR divided by full width in frequency, is $F=\pi/\phi_h$. Thus

$$p=\tan\left(\frac{\pi}{4}-\frac{\pi}{2F}\right).\tag{4}$$

### The ratio from the extinction

Let $E=T_{\max}/T_{\min}$. Taking the square root of the ratio in (3) gives

$$q\equiv\frac{|a-r|}{a+r}=\frac{1-p}{(1+p)\sqrt E}.\tag{5}$$

Call the larger factor $h$ and the smaller one $l$. From $q=(h-l)/(h+l)$ follows $l/h=(1-q)/(1+q)$. With $hl=p$,

$$h=\sqrt{p\,\frac{1+q}{1-q}},\qquad l=\sqrt{p\,\frac{1-q}{1+q}}.\tag{6}$$

An unknown constant factor in the power changes neither $F$ nor $E$, so it does not enter.

For high finesse the content of (6) is easy to read. To first order in $\pi/F$, (4) gives $1-p\approx\pi/F$, and therefore $(1-h)+(1-l)\approx\pi/F$. Equation (5) gives $h-l\approx2q\approx\pi/(F\sqrt E)$. Therefore

$$1-h\approx\frac{\pi}{2F}\left(1-\frac1{\sqrt E}\right),\qquad 1-l\approx\frac{\pi}{2F}\left(1+\frac1{\sqrt E}\right).\tag{7}$$

The width measures the sum of the two ways in which light leaves the ring, absorption or scattering and the coupler. The depth measures the size of their difference relative to that sum, without its sign.

### Why the intensity leaves two answers

Because $|z|=1$,

$$a-rz=-z\,(r-az^{-1})=-z\,(r-az)^*.$$

The numerators $a-rz$ and $r-az$ have equal modulus, and the denominator $1-arz$ is unchanged when $a$ and $r$ are exchanged. The two devices therefore have the same $T(\phi)$ at every phase.

Conversely, suppose that a pair $(a',r')$ gives a spectrum proportional to that of $(a,r)$. The two spectra have the same $F$ and the same $E$. By (4) they have the same $p$, by (5) the same $q$, and by (6) the same $h$ and $l$. So $(a',r')$ is either $(a,r)$ or $(r,a)$. The two coincide when $a=r$. This is critical coupling, where $T_{\min}=0$.

The transmitted fields of the two devices differ by the factor

$$\frac{t_{a,r}}{t_{r,a}}=\frac{r-az}{a-rz},$$

which has modulus 1. The missing information is thus entirely in the phase.

### What the phase adds

Over one FSR, $z$ runs once around the unit circle. The phase of $t$ then advances by $2\pi$ times the number of zeros minus the number of poles inside that circle. The pole $z=1/p$ lies outside. The zero $z=r/a$ lies inside if $a>r$, which is called overcoupling, and outside if $a<r$, undercoupling. The net advance is $2\pi$ in the first case and zero in the second.

This advance alone is not enough if the bus length is unknown. A bus longer by one ring circumference, with the same propagation constant, also adds $2\pi$ per FSR. The difference between the phase slopes at two points of the spectrum does not have this defect, because the bus adds the same delay at both. Since $dz/d\phi=iz$,

$$S\equiv\frac{d\theta}{d\phi}=\mathrm{Re}\left[\frac{z}{t}\frac{dt}{dz}\right]
=\mathrm{Re}\left[-\frac{az}{r-az}+\frac{pz}{1-pz}\right].$$

At resonance, $z=1$:

$$S_0=\frac{a}{a-r}+\frac{p}{1-p}=\frac{a-ap+ap-pr}{(a-r)(1-p)}=\frac{a(1-r^2)}{(a-r)(1-p)}.\tag{8}$$

At antiresonance, $z=-1$:

$$S_\pi=\frac{a}{a+r}-\frac{p}{1+p}=\frac{a(1-r^2)}{(a+r)(1+p)}.\tag{9}$$

The ring delay is $\tau_r S$, where $\tau_r=d\phi/d\omega=n_gL/c_0$ is the round-trip time and $c_0$ the speed of light. A bus with constant group index adds the same delay at both points, so the measured difference is

$$\Delta\tau=\tau_r(S_0-S_\pi).\tag{10}$$

For $a>r$ it is positive, because the denominator in (8) is smaller than that in (9). For $a<r$ it is negative, because $S_0<0<S_\pi$. The rule is therefore

$$\Delta\tau>0:\ (a,r)=(h,l),\qquad \Delta\tau<0:\ (a,r)=(l,h).$$

The rule requires the sign of the phase reading to be known. If it is not, the magnitude can still help. Adding (8) to its exchanged form gives

$$S_0(a,r)+S_0(r,a)=\frac{a(1-r^2)-r(1-a^2)}{(a-r)(1-p)}=\frac{1+p}{1-p},\tag{11}$$

since the numerator equals $(a-r)(1+ar)$. The positive slope is larger in magnitude than the negative one by this amount.

A negative delay does not mean that light leaves before it enters. Expanding the second form of $t$ gives

$$t=r-k^2az\sum_{n=0}^{\infty}(pz)^n,$$

and each term is either undelayed or delayed by a whole number of round trips. The negative slope comes from their interference.

### The numbers

Frequency is proportional to $1/\lambda$. For a narrow dip at $\lambda_1$, the finesse is therefore

$$F=\frac{1/\lambda_1-1/\lambda_2}{0.03039\ \text{nm}/\lambda_1^2}
=\frac{9.1890}{0.03039}\times\frac{1552.6267}{1561.8157}\approx300.6.$$

The last factor matters: without it, $F$ would be 0.6% too large. With the unrounded finesse of the scan, 300.626, equation (4) gives $p=0.989604$, and (5) gives

$$q=\frac{0.010396}{1.989604\times\sqrt{5.022}}=0.002332.$$

From (6), $h=0.997111$ and $l=0.992472$. The approximation (7) gives $1-h\approx0.00289$ and $1-l\approx0.00756$, within 0.4% of the values from (6).

The propagation loss is $-20\log_{10}(a)/L$ and the power coupling is $1-r^2$. The two candidates are:

- Overcoupled, $a=h$ and $r=l$: loss 4.00 dB/cm, coupling 1.50%.
- Undercoupled, $a=l$ and $r=h$: loss 10.4 dB/cm, coupling 0.577%.

The round-trip time is 0.8803 ps. The resonance slopes (8) are 310.13 and $-118.75$, and their sum, 191.38, agrees with (11). Equation (10) predicts $\Delta\tau=273.0$ ps for the first candidate and $-104.5$ ps for the second. The reading of 273.0 ps selects the overcoupled ring. These are the parameters from which the scan was computed, by solving the coupler equations at each wavelength. The delay was read through a 3 mm bus, whose own 42 ps cancels in the difference.

### Where the result fails

**Coupler loss.** Suppose that every output of the coupler is reduced by a further amplitude factor $g$. Then $c=igk/(1-gpz)$, and

$$t=gr-\frac{g^2k^2az}{1-gpz}=g\,\frac{r-(ga)z}{1-r(ga)z}.$$

This is (1) with $a$ replaced by $ga$, times a constant that cancels in $F$ and $E$. The method therefore returns the total loss per round trip, and one ring cannot separate the coupler's share. Here the waveguide loses only 0.025 dB per round trip. An assumed coupler loss of 0.01 dB raises the apparent propagation loss to 5.59 dB/cm, 40% above the true value, while the coupling stays at 1.50%.

**Backscattering.** Let a small lossless reflector, halfway around the ring from the coupler, transmit with amplitude $\cos\psi$ and reflect with $i\sin\psi$. Let $c$ be the clockwise field and $d$ the counter-clockwise field, each just after the coupler. A reflected wave travels half the ring twice, so it also acquires the factor $az$, and

$$c=ik+pz\,(c\cos\psi+id\sin\psi),\qquad d=pz\,(d\cos\psi+ic\sin\psi).$$

For another position, the reflected paths from $c$ to $d$ and from $d$ to $c$ have factors $u_1$ and $u_2$ with $u_1u_2=(az)^2$. Writing $d=(u_1/az)\,d'$ restores the same equations for $c$ and $d'$, so the position does not affect the transmission. The combinations $s_\pm=c\pm d$ then satisfy $s_\pm=ik+pz\,e^{\pm i\psi}s_\pm$. Each is the field of a ring without a reflector, at phase $\phi\pm\psi$. The clockwise field returning to the coupler is $\tfrac12az(e^{i\psi}s_++e^{-i\psi}s_-)$, so

$$t_\psi(\phi)=\tfrac12\left[t(\phi+\psi)+t(\phi-\psi)\right].$$

At $\phi=0$ this equals $\mathrm{Re}\,t(\psi)$, whose numerator is

$$\mathrm{Re}\left[(r-ae^{i\psi})(1-pe^{-i\psi})\right]=r(1+a^2)-a(1+r^2)\cos\psi.$$

For an overcoupled ring it is negative at $\psi=0$ and vanishes at

$$\cos\psi_c=\frac{r(1+a^2)}{a(1+r^2)}.$$

The phase slope at $\phi=0$ is $(d\,\mathrm{Im}\,t/d\phi)_{\phi=\psi}$ divided by this real transmission. From $\mathrm{Im}\,t=-k^2a\sin\phi/D$,

$$\frac{d\,\mathrm{Im}\,t}{d\phi}=-k^2a\,\frac{(1+p^2)\cos\phi-2p}{D^2},$$

which stays negative for $\psi<\phi_h$. The slope therefore changes sign at $\psi_c$ if $\psi_c<\phi_h$, and an overcoupled ring then looks undercoupled. In the example this happens at a reflected power $\sin^2\psi_c=4.9\times10^{-5}$ per round trip. A direct solution for both directions gave a positive slope at 0.8 times the critical reflection amplitude and a negative one at 1.2 times it. At an assumed reflected power of $10^{-6}$ the assignment is safe, and the inferred loss and coupling become 4.10 dB/cm and 1.49%. Rough strip waveguides can reflect considerably more. At $10^{-5}$ the inferred loss is already 5.06 dB/cm, and at $2\times10^{-5}$ it is 6.18 dB/cm, although the sign of the delay is still correct. The reflected power should therefore be measured before the result is trusted. A dip that is not split is no proof that it is small enough, because in this example the dip is still single when the sign changes.

### The example beside a real device

A radius of 10 µm, a group index near 4.2, a loss of a few dB/cm and a coupling of order 1% are roughly typical of silicon strip-waveguide rings near 1550 nm. The rejected loss of 10.4 dB/cm is high for a good waveguide, but its size alone does not exclude it. For the rough inputs assumed here, coupler loss moves the inferred propagation loss most among the static errors, but a reflected power of $2\times10^{-5}$ inside the ring would move it more. Reflections of 0.5% at the bus ends raise the extinction by less than a factor $(1.005/0.995)^2$. This full factor alone would change the loss to 4.03 dB/cm. The fringes also make the dip appear 1.1 to 1.4% wider. For the 3 mm bus the two effects together give between 4.06 and 4.08 dB/cm, depending on the fringe phase at the dip, and an inferred coupling of about 1.52%. A coupling that varies by 1% per nm leaves the printed results unchanged, because it varies little across one dip and $T_{\max}$ is already within $2.2\times10^{-5}$ of 1.

Temperature must be steady during the scan: with an assumed index change of $1.8\times10^{-4}$ per K, a drift of 0.46 K moves the resonance by one full width. At 1 µW input and an assumed thermal resistance of 20,000 K/W, self-heating shifts it by at most 3.5% of the width, the limit being that all lost light becomes heat. The estimated two-photon loss is of order $10^{-4}$ of the linear loss. Higher input power would call for a new estimate of both. The inputs to these estimates are listed in the numerical output.

## Table of computed values

```
ring radius = 10.0 um
ring circumference = 62.832 um
group index = 4.20, mode index = 2.40
input propagation loss = 4.00 dB/cm
input power coupling = 1.50 %
input a = 0.997111, r = 0.992472
bus length = 3.0 mm
insertion power factor = 0.30
scan step = 0.000100 nm
dip wavelengths = 1552.6267, 1561.8157 nm
FSR in wavelength = 9.1890 nm
FWHM = 0.03039 nm
loaded Q = 51096
finesse (frequency ratio) = 300.626
read power at dip, top = 0.059738, 0.299993
extinction = 5.0218 = 7.009 dB
recovered p = 0.989604
recovered q = 0.002332
recovered larger, smaller factor = 0.997111, 0.992472
normalized T_min, T_max = 0.19913, 0.9999781
overcoupled choice: loss = 4.000 dB/cm
overcoupled choice: coupling = 1.5000 %
undercoupled choice: loss = 10.447 dB/cm
undercoupled choice: coupling = 0.5770 %
twin spectra: largest relative difference = 2.6e-14
round-trip time = 0.8803 ps
bus delay = 42.03 ps
resonance slope, overcoupled = 310.13
resonance slope, undercoupled = -118.75
sum of the two slopes = 191.38
device: excess delay read = 272.98 ps, formula = 272.99 ps
twin: excess delay read = -104.52 ps, formula = -104.53 ps
Neglected effects (rough assumed sizes):
coupler excess loss = 0.010 dB
backscattered power per round trip = 1.0e-06
relative coupling change = 1.0 %/nm
bus-end power reflectivity = 0.50 %
coupler loss: loss = 5.591 dB/cm, coupling = 1.5000 %
backscatter: loss = 4.103 dB/cm, coupling = 1.4895 %
varying coupling: loss = 4.000 dB/cm, coupling = 1.5000 %
fringes, extinction only: loss = 4.032 dB/cm, coupling = 1.4954 %
backscattered power that flips phase test = 4.87e-05
input optical power = 1.00 uW
power build-up in ring = 138.8
thermal resistance = 20000 K/W
index change = 1.8e-04 per K
self-heating, all lost light as heat = 0.0160 K
resonance drift = 0.0665 nm/K
self-heating shift / FWHM = 0.0351
temperature change for one FWHM = 0.457 K
two-photon coefficient = 0.50 cm/GW
mode area = 0.10 um^2
two-photon loss / linear loss = 7.5e-05
```
